**Bohm speed at an absorbing wall**

For cold ions, the marginal sheath-entry speed is $u_B=\sqrt{T_e/M}/\sqrt{1+d}$, with $d=e^{-h}/\{\sqrt{\pi h}\,[1+\operatorname{erf}\sqrt h]\}$. Here $T_e$ is the parent Maxwellian's temperature in energy units, $M$ is the ion mass, and $h$ is the sheath drop in units of $T_e/e$. The program follows electron orbits from the sheath edge and asserts that their density and its edge slope agree with the closed forms at $h=1$, 2 and 4. It also asserts that full electron reflection restores the ordinary Bohm speed. At $h=2$ it asserts positive charge at 20 sampled points for the marginal speed, and a negative field-energy integral near the edge for a speed 0.5 percent lower. The output gives a 1.353 percent reduction at $h=2$. For the ammonia-plasma example, it shows that ion temperature and ion species each change the speed by more than this correction.

## Check in Python

```python
"""Bohm speed with wall-absorbed electrons removed from a Maxwellian.

Result under test: for cold ions the marginal sheath-entry speed is
    uB = sqrt(Te/M) / sqrt(1 + d),
    d  = exp(-h) / (sqrt(pi*h) * (1 + erf(sqrt(h)))),
where h = e*(edge potential - wall potential)/Te.
y is the potential drop from the sheath edge in units of Te/e.
Electron speeds are in sqrt(Te/m), ion speeds in sqrt(Te/M),
lengths in Debye lengths and densities in the edge density.
Te is the temperature of the Maxwellian before electrons are removed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


def gauss(v):
    return np.exp(-0.5 * v * v) / np.sqrt(2 * np.pi)


def extra_slope(h):
    return np.exp(-h) / (np.sqrt(np.pi * h) * (1 + erf(np.sqrt(h))))


def bohm_speed(h):
    return 1 / np.sqrt(1 + extra_slope(h))


def density_formula(y, h):
    return (np.exp(-y) * (1 + erf(np.sqrt(h - y)))
            / (1 + erf(np.sqrt(h))))


def density_orbits(y, h, reflected=0.0):
    """Follow electrons from the edge: flux and energy are conserved.

    Electrons slower than the cutoff return and count twice; faster ones
    reach the wall, which reflects the given fraction specularly.
    """
    cutoff = np.sqrt(2 * h)
    edge = (2 * quad(gauss, 0, cutoff, epsabs=1e-12)[0]
            + (1 + reflected) * quad(gauss, cutoff, np.inf, epsabs=1e-12)[0])
    if y == 0:
        return 1.0
    slowest = np.sqrt(2 * y)
    returning = quad(lambda v: gauss(v) * v / np.sqrt(v + slowest),
                     slowest, cutoff, weight='alg', wvar=(-0.5, 0),
                     epsabs=1e-11, limit=200)[0]
    passing = quad(lambda v: gauss(v) * v / np.sqrt(v * v - 2 * y),
                   cutoff, np.inf, epsabs=1e-11, limit=200)[0]
    return (2 * returning + (1 + reflected) * passing) / edge


def slope_orbits(h, reflected=0.0, step=1e-3):
    """Minus the one-sided derivative of the electron density at the edge."""
    n1 = density_orbits(step, h, reflected)
    n2 = density_orbits(2 * step, h, reflected)
    return (3 - 4 * n1 + n2) / (2 * step)


def ion_density(y, speed):
    return 1 / np.sqrt(1 + 2 * y / speed**2)


drop = 2.0
cutoff = np.sqrt(2 * drop)
u_b = bohm_speed(drop)
reduction = 100 * (1 - u_b)

# Density and slope: orbit sums against the closed forms.
for h in (1.0, 2.0, 4.0):
    for fraction in (0.1, 0.5, 0.9):
        y = fraction * h
        assert abs(density_orbits(y, h) - density_formula(y, h)) < 1e-7
    assert abs(slope_orbits(h) - 1 - extra_slope(h)) < 1e-5
slope_numeric = slope_orbits(drop)
reduction_numeric = 100 * (1 - 1 / np.sqrt(slope_numeric))
assert round(reduction_numeric, 1) == 1.4
# Control: a wall that returns every electron restores the usual result.
assert abs(slope_orbits(drop, reflected=1.0) - 1) < 1e-5

# The marginal sheath has positive charge everywhere; a slower one fails.
charges = []
for y in np.linspace(0.05, 1.95, 20):
    n_e = density_orbits(y, drop)
    assert n_e <= np.exp(-(1 + extra_slope(drop)) * y) + 1e-9
    charges.append(ion_density(y, u_b) - n_e)
assert min(charges) > 0
slow_field_energy = quad(
    lambda y: ion_density(y, 0.995 * u_b) - density_orbits(y, drop),
    1e-6, 0.003, epsabs=1e-10, limit=20)[0]
assert slow_field_energy < 0

# Moments of the cut distribution at the edge.
norm = quad(gauss, -cutoff, np.inf)[0]
mean = quad(lambda v: v * gauss(v), -cutoff, np.inf)[0] / norm
second = quad(lambda v: v * v * gauss(v), -cutoff, np.inf)[0] / norm
kinetic_temp = second - mean**2
edge_value = gauss(cutoff) / norm
assert abs(kinetic_temp - (1 - cutoff * edge_value - edge_value**2)) < 1e-7
wrong_reduction = 100 * (1 - np.sqrt(kinetic_temp))


def electron_flux(h):
    """Electron flux to the wall over edge density and sqrt(Te/m)."""
    return (np.sqrt(2 / np.pi) * np.exp(-h) / (1 + erf(np.sqrt(h))))


wall_flux = quad(lambda v: v * gauss(v), cutoff, np.inf)[0] / norm
assert abs(wall_flux - electron_flux(drop)) < 1e-8
assert abs(mean - wall_flux) < 1e-8

# Ammonia plasma example, rough typical inputs.
te_ev, density_cm3, pressure_mtorr, gas_k = 3.0, 1e10, 5.0, 400.0
sigma_ion_cm2, sigma_electron_cm2, reflectivity = 1e-14, 1e-15, 0.2
mass_n, mass_h = 14.007, 1.008
mass_nh4 = mass_n + 4 * mass_h
mass_nh3 = mass_n + 3 * mass_h
ion_kg = mass_nh4 * const.atomic_mass - const.m_e
te_joule = te_ev * const.e
density = density_cm3 * 1e6
sound = np.sqrt(te_joule / ion_kg)
current = const.e * density * u_b * sound * 0.1
mass_ratio = ion_kg / const.m_e


def flux_ratio(h):
    return np.sqrt(mass_ratio) * electron_flux(h) / bohm_speed(h)


floating = brentq(lambda h: flux_ratio(h) - 1, 1, 10)
float_mass = (u_b / wall_flux)**2 * const.m_e / const.atomic_mass
assert float_mass < mass_h
area_limit = 1 / (flux_ratio(drop) - 1)

# Warm ions: drifting Maxwellian, marginal condition from mean of 1/v^2.
ion_temp_ev = const.k * gas_k / const.e
width = np.sqrt(ion_temp_ev / te_ev)


def ion_slope(speed):
    return quad(lambda z: gauss(z) / (speed + width * z)**2, -7, 7)[0]


warm_speed = brentq(lambda u: ion_slope(u) - 1 - extra_slope(drop), 0.9, 1.2)
warm_change = 100 * (warm_speed / u_b - 1)
mass_change = 100 * (np.sqrt(mass_nh4 / mass_nh3) - 1)
reflect_reduction = 100 * (1 - 1 / np.sqrt(slope_orbits(drop, reflectivity)))

# Length scales in mm.
debye_mm = 1e3 * np.sqrt(const.epsilon_0 * te_joule / density) / const.e
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_k)
ion_path_mm = 1e3 / (gas_density * sigma_ion_cm2 * 1e-4)
electron_path_mm = 1e3 / (gas_density * sigma_electron_cm2 * 1e-4)
ratio = debye_mm / ion_path_mm


def speed_gradient(start):
    """Presheath with ion friction u^2/path, constant ion flux and Poisson.

    Starts on the quasineutral branch at y = start < 0 and returns the
    relative speed gradient per Debye length where the ions reach uB.
    """
    u0 = u_b / density_formula(start, drop)
    local_slope = 1 + extra_slope(drop - start)
    field0 = ratio * u0**2 / (1 - local_slope * u0**2)

    def rhs(x, state):
        y, field, u = state
        return [field, u_b / u - density_formula(y, drop),
                (field - ratio * u * u) / u]

    def reached(x, state):
        return state[2] - u_b
    reached.terminal = True
    reached.direction = 1
    sol = solve_ivp(rhs, (0, 5000), [start, field0, u0], events=reached,
                    rtol=1e-8, atol=1e-10)
    assert sol.status == 1
    y, field, u = sol.y_events[0][0]
    return (field - ratio * u * u) / u**2


gradient = speed_gradient(-0.6)
assert abs(speed_gradient(-0.9) / gradient - 1) < 0.05

print("IDEAL SHEATH EDGE")
print(f"sheath drop h = {drop:.1f} Te/e")
print(f"cutoff speed = {cutoff:.3f} sqrt(Te/m)")
print(f"erf(sqrt h) = {erf(np.sqrt(drop)):.5f}")
print(f"fraction of full Maxwellian removed = {100*(1-norm):.2f} %")
print(f"extra slope d = {extra_slope(drop):.5f}")
print(f"slope 1+d from electron orbits = {slope_numeric:.5f}")
print(f"Bohm speed / sqrt(Te/M) = {u_b:.5f}")
print(f"reduction, formula = {reduction:.3f} %")
print(f"reduction, electron orbits = {reduction_numeric:.3f} %")
print(f"first-order estimate 100 d/2 = {50*extra_slope(drop):.3f} %")
print(f"normal kinetic temperature = {kinetic_temp:.4f} Te")
print(f"wrong reduction from that temperature = {wrong_reduction:.2f} %")
print(f"smallest sampled charge at uB = {min(charges):.5f} n0")
print(f"field energy integral at 0.995 uB = {slow_field_energy:.2e} n0 Te")
for h in (1.0, 3.0, 4.0, 5.0):
    print(f"reduction at h = {h:.0f}: {100*(1-bohm_speed(h)):.3f} %")
print(f"ion mass for which h = 2 would float = {float_mass:.3f} u")
print("AMMONIA PLASMA EXAMPLE")
print(f"electron temperature = {te_ev:.1f} eV")
print(f"edge density = {density_cm3:.1e} cm^-3")
print(f"pressure = {pressure_mtorr:.1f} mTorr")
print(f"gas and ion temperature = {gas_k:.0f} K")
print(f"NH4+ mass = {mass_nh4:.3f} u")
print(f"sheath voltage = {drop*te_ev:.1f} V")
print(f"ordinary Bohm speed = {sound/1e3:.3f} km/s")
print(f"corrected Bohm speed = {u_b*sound/1e3:.3f} km/s")
print(f"speed difference = {(1-u_b)*sound:.1f} m/s")
print(f"ion current density = {current:.3f} mA/cm^2")
print(f"electron flux / ion flux at wall = {flux_ratio(drop):.2f}")
print(f"largest electrode / other wall area = {area_limit:.3f}")
print(f"floating drop = {floating:.3f} Te/e")
print(f"reduction at floating drop = {100*(1-bohm_speed(floating)):.3f} %")
print("NEGLECTED EFFECTS")
print(f"ion temperature = {ion_temp_ev:.4f} eV")
print(f"warm-ion change of marginal speed = {warm_change:+.2f} %")
print(f"NH3+ instead of NH4+ = {mass_change:+.2f} %")
print(f"assumed electron reflection = {100*reflectivity:.0f} %")
print(f"reduction with that reflection = {reflect_reduction:.3f} %")
print(f"assumed ion cross section = {sigma_ion_cm2:.1e} cm^2")
print(f"assumed electron cross section = {sigma_electron_cm2:.1e} cm^2")
print(f"Debye length = {debye_mm:.4f} mm")
print(f"ion mean free path = {ion_path_mm:.2f} mm")
print(f"electron mean free path = {electron_path_mm:.1f} mm")
print(f"Debye length / ion path = {ratio:.4f}")
print(f"speed gradient at edge = {100*gradient:.2f} % per Debye length")
print("verified")
```

It prints:

```
IDEAL SHEATH EDGE
sheath drop h = 2.0 Te/e
cutoff speed = 2.000 sqrt(Te/m)
erf(sqrt h) = 0.95450
fraction of full Maxwellian removed = 2.28 %
extra slope d = 0.02762
slope 1+d from electron orbits = 1.02762
Bohm speed / sqrt(Te/M) = 0.98647
reduction, formula = 1.353 %
reduction, electron orbits = 1.353 %
first-order estimate 100 d/2 = 1.381 %
normal kinetic temperature = 0.8865 Te
wrong reduction from that temperature = 5.85 %
smallest sampled charge at uB = 0.00239 n0
field energy integral at 0.995 uB = -3.67e-08 n0 Te
reduction at h = 1: 5.197 %
reduction at h = 3: 0.406 %
reduction at h = 4: 0.129 %
reduction at h = 5: 0.043 %
ion mass for which h = 2 would float = 0.175 u
AMMONIA PLASMA EXAMPLE
electron temperature = 3.0 eV
edge density = 1.0e+10 cm^-3
pressure = 5.0 mTorr
gas and ion temperature = 400 K
NH4+ mass = 18.039 u
sheath voltage = 6.0 V
ordinary Bohm speed = 4.006 km/s
corrected Bohm speed = 3.952 km/s
speed difference = 54.2 m/s
ion current density = 0.633 mA/cm^2
electron flux / ion flux at wall = 10.16
largest electrode / other wall area = 0.109
floating drop = 4.284 Te/e
reduction at floating drop = 0.094 %
NEGLECTED EFFECTS
ion temperature = 0.0345 eV
warm-ion change of marginal speed = +1.80 %
NH3+ instead of NH4+ = +2.92 %
assumed electron reflection = 20 %
reduction with that reflection = 1.082 %
assumed ion cross section = 1.0e-14 cm^2
assumed electron cross section = 1.0e-15 cm^2
Debye length = 0.1288 mm
ion mean free path = 8.28 mm
electron mean free path = 82.8 mm
Debye length / ion path = 0.0155
speed gradient at edge = 6.59 % per Debye length
verified
```
